# Shear deformation potential from the piezoresistance of n-type silicon

## Problem

Lightly doped n-type silicon at 300 K carries a current along [100], parallel to a uniaxial tension \(X\). The piezoresistance coefficient is the relative change of resistivity per unit stress, with tension positive. The longitudinal and transverse coefficients are given as
\[
\pi_{11}=-1.02\times10^{-9}\ \mathrm{Pa^{-1}},\qquad \pi_{12}=+5.3\times10^{-10}\ \mathrm{Pa^{-1}} .
\]
Take \(c_{11}=166\) GPa and \(c_{12}=64\) GPa, and a ratio of transverse to longitudinal valley mobility \(K=\mu_t/\mu_l=4.8\).

(a) Assume that stress only moves nondegenerate electrons between the valleys. Find the shear deformation potential \(\Xi_u\).

(b) Accepted values lie roughly near 9 eV. Can a different \(K\) account for the difference?

(c) Stress also changes the rate at which phonons scatter electrons between valleys on different axes. Find the sign and the size of the resulting error in (a).

## Hints

1. The valley pair on axis \(i\) shifts by \(\Xi_d\,\mathrm{tr}\,e+\Xi_u e_{ii}\), where \(e\) is the strain. At fixed electron density, only differences between these shifts matter.
2. Along \(x\), the \(x\) valleys conduct with the small mobility \(\mu_l\), and the \(y\) and \(z\) valleys with the large mobility \(\mu_t\).
3. For (b), let \(K\) grow without limit.
4. For (c), an electron in a raised valley has more final states in the lower valleys. Ask what this does to each mobility.

## Solution

### (a) Valley transfer

Under tension along \(x\), the strains are \(e_{xx}=s_{11}X\) and \(e_{yy}=e_{zz}=s_{12}X\). Subtracting two rows of Hooke's law gives \(X=(c_{11}-c_{12})(e_{xx}-e_{yy})\), so \(s_{11}-s_{12}=1/(c_{11}-c_{12})\). The \(x\) valleys therefore rise above the other four by
\[
\Delta=\Xi_u(s_{11}-s_{12})X=\frac{\Xi_u X}{c_{11}-c_{12}} .
\]
The term in \(\Xi_d\) is common to all valleys and drops out.

Let \(n_i\) be the density in the pair on axis \(i\), and \(n\) the fixed total. With Boltzmann statistics,
\[
n_x=n\,\frac{e^{-\Delta/k_BT}}{2+e^{-\Delta/k_BT}},\qquad
n_y=n_z=\frac{n}{2+e^{-\Delta/k_BT}} .
\]
To first order the denominator is \(3-\Delta/k_BT\), hence
\[
n_x\simeq\frac n3\left(1-\frac{2\Delta}{3k_BT}\right),\qquad
n_y=n_z\simeq\frac n3\left(1+\frac{\Delta}{3k_BT}\right).
\]

The conductivity is \(\sigma_{xx}=e[n_x\mu_l+(n_y+n_z)\mu_t]\), where this \(e\) is the elementary charge. Its unstressed value is \(en\mu_l(1+2K)/3\). With fixed mobilities,
\[
\frac{\delta\sigma_{xx}}{\sigma_0}
=\frac{-\frac23+2K\cdot\frac13}{1+2K}\,\frac{\Delta}{k_BT}
=\frac23\,\frac{K-1}{2K+1}\,\frac{\Delta}{k_BT}.
\]
Tension moves electrons into the valleys that conduct well along \(x\), so the resistivity falls. Since \(\delta\rho/\rho_0=-\delta\sigma/\sigma_0\) to first order,
\[
\pi_{11}=-\frac23\,\frac{K-1}{2K+1}\,\frac{\Xi_u}{k_BT\,(c_{11}-c_{12})}.
\]
If \(K=1\), transfer has no effect, because all valleys then conduct equally well along \(x\).

Solving for the deformation potential,
\[
\Xi_u=\frac32\,|\pi_{11}|\,k_BT\,(c_{11}-c_{12})\,\frac{2K+1}{K-1}.
\]
Here \((K-1)/(2K+1)=3.8/10.6=0.3585\) and \(k_BT=0.02585\) eV, so
\[
\Xi_u=\frac{1.5\,(1.02\times10^{-9})(0.02585\ \mathrm{eV})(1.02\times10^{11})}{0.3585}=11.25\ \mathrm{eV},
\]
or 0.414 hartree. This is 25% above 9 eV. Conversely, 9 eV in the same formula gives \(\pi_{11}=-8.16\times10^{-10}\ \mathrm{Pa^{-1}}\), too small in magnitude.

The transverse coefficient offers a check on the mechanism. Along \(y\), the \(y\) valleys have mobility \(\mu_l\) and the others \(\mu_t\), so the numerator becomes
\[
\frac13+K\left(-\frac23+\frac13\right)=-\frac{K-1}{3}.
\]
This is minus one half of the longitudinal numerator \(2(K-1)/3\). The model thus requires \(\pi_{12}=-\pi_{11}/2=5.1\times10^{-10}\ \mathrm{Pa^{-1}}\), close to the given \(5.3\times10^{-10}\ \mathrm{Pa^{-1}}\).

### (b) Can the anisotropy close the gap?

Write \(g=(K-1)/(2K+1)\). The inferred \(\Xi_u\) is proportional to \(1/g\), so 9 eV requires \(g=0.3585\times1.25=0.448\). Rearranging \(g(2K+1)=K-1\) gives
\[
K=\frac{1+g}{1-2g}\simeq14 .
\]
This is about three times the assumed anisotropy. Even for \(K\to\infty\), where \(g\to1/2\), the inferred value falls only to 8.07 eV. A modest correction to \(K=4.8\) cannot by itself account for the difference. It can still supply a good part of it: \(K=6.3\) gives \(g=0.390\) and 10.35 eV, which is 40% of the gap.

### (c) Scattering between the valleys

Suppose that scattering is isotropic within each valley, in coordinates where its energy surfaces are spheres, and that phonons transfer electrons between valleys without memory of their velocity. The scattered electrons then carry no average current, and the relaxation time is \(\tau=1/\Gamma\), with \(\Gamma\) the total scattering rate. In a valley with mass \(m\) along the field, the Boltzmann equation gives
\[
\mu=\frac{e\langle\tau\rangle}{m},\qquad
\langle A\rangle=\frac{\int_0^\infty A(E)\,E^{3/2}e^{-E/k_BT}\,dE}{\int_0^\infty E^{3/2}e^{-E/k_BT}\,dE}.
\]
One factor \(E^{1/2}\) comes from the density of states and one factor \(E\) from the squared velocity. In this model \(K=m_l/m_t\). The numbers below use \(m_t=0.19\,m_0\), and \(m_l=4.8\,m_t=0.912\,m_0\) is then chosen to match the given \(K\).

Transitions between valleys on different axes are called f processes. From each valley there are four final valleys. If the initial valley lies higher than a final valley by \(d\), the final kinetic energy is \(E\pm\hbar\omega+d\), for absorption or emission of a phonon of energy \(\hbar\omega\). The rate is proportional to the density of final states, hence to \(\sqrt{E\pm\hbar\omega+d}\), and it increases with \(d\).

Let \(\Gamma_f'\) be the derivative of the total f rate at \(d=0\) when all four final valleys are lowered together.

- An \(x\) valley sees all four final valleys lowered by \(\Delta\), so \(\delta\Gamma=\Gamma_f'\Delta\).
- A \(y\) valley sees the two \(x\) valleys raised by \(\Delta\) and the two \(z\) valleys level with itself, so \(\delta\Gamma=-\Gamma_f'\Delta/2\). The same holds for a \(z\) valley.

Since \(\tau=1/\Gamma\), we have \(\delta\tau=-\tau^2\,\delta\Gamma\). Define the positive number
\[
a=k_BT\,\frac{\langle\tau^2\Gamma_f'\rangle}{\langle\tau\rangle}.
\]
The mobility of the \(x\) valleys then changes by the fraction \(-a\Delta/k_BT\), and that of the \(y\) and \(z\) valleys by \(+a\Delta/2k_BT\). Adding these to the population changes,
\[
\frac{\delta\sigma_{xx}}{\sigma_0}
=\frac{-\left(\frac23+a\right)+2K\left(\frac13+\frac a2\right)}{1+2K}\,\frac{\Delta}{k_BT}
=\left(\frac23+a\right)\frac{K-1}{2K+1}\,\frac{\Delta}{k_BT}.
\]
The response is larger than that of pure transfer by the factor \(1+3a/2\). Part (a) assigned the whole response to transfer, so it overestimated \(\Xi_u\):
\[
\Xi_u=\frac{11.25\ \mathrm{eV}}{1+3a/2}.
\]

The mobility changes stand in the ratio \(-1:\tfrac12:\tfrac12\), as do the population changes. Hence \(\pi_{12}=-\pi_{11}/2\) survives, and the good agreement found in (a) says nothing about the size of \(a\).

Reaching 9 eV needs \(a=(1.250-1)/1.5=0.167\). To see whether this is reasonable, take rough phonon parameters: an acoustic coupling of 9 eV, a 62 meV phonon linking valleys on the same axis with coupling \(11\times10^8\) eV/cm, and one 50 meV f phonon. With the other couplings held fixed, the f coupling \(D_f\) gives:

| \(D_f\) (\(10^8\) eV/cm) | \(a\) | \(\Xi_u\) (eV) | mobility (cm²/Vs) |
|---|---|---|---|
| 3 | 0.097 | 9.83 | 1745 |
| 5 | 0.196 | 8.70 | 1377 |
| 7 | 0.276 | 7.96 | 1054 |

For each row, the conductivity was also computed directly with the \(x\) valleys shifted by \(\pm10^{-4}k_BT\). Its slope agreed with the formula to within 0.2%.

The needed \(a\) lies between the first two rows. It is reached at \(D_f\simeq4.4\times10^8\) eV/cm, where the mobility is about 1490 cm²/Vs. Lightly doped silicon has an electron mobility of roughly 1400 cm²/Vs at room temperature, so f scattering gives a correction of the right sign and order. The mobility match is weak evidence for its size. The bands here are parabolic, and a nonparabolicity of 0.5 eV⁻¹ lowers the tabulated mobilities by about 12% while leaving \(a\) almost unchanged. A common six-phonon set has f couplings of 0.3, 2 and 2 \(\times10^8\) eV/cm at 19, 47 and 59 meV, and g couplings of 0.5, 0.8 and 11 \(\times10^8\) eV/cm at 12, 18.5 and 62 meV. With nonparabolic bands it gives 1440 cm²/Vs, but only \(a=0.08\) and \(\Xi_u=10.0\) eV, about half of the difference. The comparison does not determine \(\Xi_u\), because one mobility cannot fix the separate shares of acoustic and intervalley scattering. If the 50 meV f phonon acted alone, \(a\) would be 0.508 and the inferred value 6.39 eV; the correction depends strongly on the mixture.

The assumption of isotropic scattering is a further limit. Acoustic scattering through \(\Xi_d\) and \(\Xi_u\) has different relaxation times along and across the valley axis, so \(K\) need not equal \(m_l/m_t\). Take \(\Xi_u=9\) eV, \(c_{44}=80\) GPa and the six-phonon set above with nonparabolic bands. Then \(\Xi_d=1.1\) eV gives \(K\simeq6.3\), \(a\simeq0.09\) and an inferred value of 9.1 eV, whereas \(\Xi_d=-6\) eV gives \(K\simeq4.0\) and 10.6 eV. In real silicon the difference may thus be shared between \(K\) and \(a\).

### What else could move the number

The model gives \(\pi_{11}+2\pi_{12}=0\), whereas the data give \(4\times10^{-11}\ \mathrm{Pa^{-1}}\), a response to the change of volume. Removing it means replacing \(\pi_{11}\) by \(\tfrac23(\pi_{11}-\pi_{12})\), which raises the result of (a) to 11.40 eV. If the datum were a resistance coefficient not corrected for sample shape, the correction would be \(s_{11}-2s_{12}=1.19\times10^{-11}\ \mathrm{Pa^{-1}}\), or 1.2% of \(|\pi_{11}|\), again raising \(\Xi_u\). An error of 10 K in temperature changes \(\Xi_u\) by 0.38 eV. None of these matches the 25% difference.

The linear formula also needs \(\Delta\ll k_BT\). With \(\Xi_u=11.25\) eV, a stress of 100 MPa gives \(\Delta=11.0\) meV, or \(0.427\,k_BT\). The full populations with fixed mobilities then give a resistivity change of \(-8.6\%\) in tension and \(+12.1\%\) in compression, against \(\mp10.2\%\) from the linear law. The coefficient must be taken from the slope at small stress.

A real sample with \(4\times10^{14}\) electrons per cm³ has a resistivity of roughly 10 Ω cm and satisfies the assumption of nondegeneracy very well. A heavily doped resistor does not, as the second variation shows.

## Variation 1: other crystal directions

**Stress and current are both along [110]. What is the longitudinal coefficient?**

The stress components are \(X_{xx}=X_{yy}=X_{xy}=X/2\). By linearity, the normal components change both \(\rho_{xx}\) and \(\rho_{yy}\) by the fraction \((\pi_{11}+\pi_{12})X/2\). The shear strain does not shift the valleys in this model, and each valley's conductivity tensor stays diagonal, so \(\rho_{xy}=0\). For current along [110], the resistivity is \((\rho_{xx}+\rho_{yy})/2+\rho_{xy}\), and
\[
\pi_{[110]}=\frac{\pi_{11}+\pi_{12}}2=\frac{\pi_{11}}4=-2.55\times10^{-10}\ \mathrm{Pa^{-1}} .
\]
In real silicon the shear stress also changes the resistivity, through a coefficient \(\pi_{44}\) that is zero in this model. It adds \(\pi_{44}/2\) to the [110] coefficient, so the value above is only the valley-transfer part.

Along [111] the three normal stresses are each \(X/3\). The valleys stay level, and the coefficient \((\pi_{11}+2\pi_{12})/3\) vanishes. Any measured response along [111] therefore comes from effects outside this model.

## Variation 2: a degenerate sample

**How does (a) change at \(10^{19}\) electrons per cm³, with the mobilities still held fixed?**

Let \(\eta\) be the Fermi energy above the unstressed valley minimum, in units of \(k_BT\), and \(E_i\) the shift of valley \(i\). Then \(n_i\propto F_{1/2}(\eta-E_i/k_BT)\). With normalised Fermi integrals, \(dF_{1/2}/d\eta=F_{-1/2}\). Fixed total density requires \(\delta\eta=\bar E/k_BT\), where \(\bar E\) is the mean shift, so
\[
\frac{\delta n_i}{n_i}=-\frac{F_{-1/2}(\eta)}{F_{1/2}(\eta)}\,\frac{E_i-\bar E}{k_BT}.
\]
The populations respond as before, but reduced by the ratio of Fermi integrals. It is 0.999995 at \(4\times10^{14}\) cm⁻³ and 0.886 at \(10^{19}\) cm⁻³. For \(\Xi_u=11.25\) eV, the heavily doped sample has
\[
\pi_{11}=0.886\times(-1.02\times10^{-9})=-9.04\times10^{-10}\ \mathrm{Pa^{-1}} .
\]
Conversely, ignoring degeneracy when inverting data from such a sample would make \(\Xi_u\) 11% too small in this estimate. Fixed mobilities correspond here to a relaxation time independent of energy. For \(\tau\propto E^{s}\) the factor is \(F_{s-1/2}/F_{s+1/2}\), which is 0.845 for \(s=-\tfrac12\) and 0.956 for \(s=\tfrac32\), still below one. Degeneracy thus has the wrong sign to explain the high value in (a). At this doping, impurity scattering also alters \(K\) and \(\tau\), which this estimate leaves out.

## Computed values

```
temperature 300 K, kB T = 25.85 meV
given pi11 = -1.020e-09 1/Pa, pi12 = 5.30e-10 1/Pa
c11 = 166 GPa, c12 = 64 GPa, c44 = 80 GPa
s11-s12 = 9.804e-12 1/Pa
K = 4.8, (K-1)/(2K+1) = 0.3585
Xi_u from pure valley transfer = 11.25 eV
Xi_u in hartree = 0.414
accepted Xi_u (rough) = 9 eV, ratio = 1.250
pi11 of pure transfer with accepted Xi_u = -8.157e-10 1/Pa
valley splitting at 100 MPa = 11.03 meV
model pi11 = -1.0200e-09 1/Pa, pi12 = 5.1000e-10 1/Pa
model [110] longitudinal = -2.5500e-10 1/Pa
model [111] / [100] longitudinal = 1.0e-12
K needed for accepted Xi_u = 14.0
Xi_u for infinite K = 8.07 eV
effective density of states = 2.73e+19 1/cm3
degeneracy factor at 4e+14 1/cm3 = 0.999995
degeneracy factor at 1e+19 1/cm3 = 0.886439
masses: m_l = 0.912, m_t = 0.190, m_dos = 0.321 m0
acoustic: coupling 9 eV, modulus 190 GPa
mass density = 2330 kg/m3
g phonon 62 meV, coupling 11e8 eV/cm
f phonon 50 meV
D_f=3e8 eV/cm: a = 0.0969, 1+3a/2 = 1.1454
  Xi_u = 9.83 eV, mobility = 1745 cm2/Vs
D_f=5e8 eV/cm: a = 0.1961, 1+3a/2 = 1.2942
  Xi_u = 8.70 eV, mobility = 1377 cm2/Vs
D_f=7e8 eV/cm: a = 0.2760, 1+3a/2 = 1.4141
  Xi_u = 7.96 eV, mobility = 1054 cm2/Vs
f scattering only: a = 0.5077, 1+3a/2 = 1.7615
  Xi_u = 6.39 eV
a needed for accepted Xi_u = 0.1670
pi11+2 pi12 = 4.0e-11 1/Pa
Xi_u from traceless part = 11.40 eV
shape term s11-2 s12 = 1.19e-11 1/Pa = 1.17 % of |pi11|
change of Xi_u per 10 K = 0.38 eV
at +100 MPa: change -8.58 %, linear -10.20 %
at -100 MPa: change +12.11 %, linear +10.20 %
```
